# Why Nucleus Geometry Sets the Field Dependence of Polarization Switching

Q: I want to interpret how the switching time of a ferroelectric capacitor depends on field. I have been told that a cylindrical nucleus through the film gives a barrier proportional to $1/E$, that a spherical one gives $1/E^2$, and that the reason is the different scaling of volume and wall area with radius. Before I judge the reason, what energy is being discussed?

A: It is the change in energy when a small region of the film reverses its polarization. Let the field have magnitude $E$ and point along $+z$, and let the film start with polarization $-P$ along $z$, where $P>0$. The energy density of a fixed polarization in a field is $-\mathbf P\cdot\mathbf E$. It is $+PE$ before reversal and $-PE$ after, so the change is

$$(-PE)-(+PE)=-2PE .$$

The linear dielectric response is taken to be the same in both states, so it cancels. The reversed region is bounded by a domain wall, which costs an energy $\sigma$ per unit area. For a nucleus of volume $V$ and wall area $A$,

$$W=-2PE\,V+\sigma A .$$

This form assumes that $P$ and $\sigma$ do not depend on field, that $\sigma$ is the same for every wall orientation, and that the wall is thin compared with the nucleus. It also leaves out depolarization energy, the electrostatic energy of bound charge on the nucleus surface. That omission will matter later.

Q: What barrier follows for the cylinder?

A: Let the film thickness be $d$ and let the cylinder run from one electrode to the other, with its axis along $z$. Its ends lie on the electrodes and are assumed to cost nothing, so only the side is wall. Then $V=\pi r^2d$, $A=2\pi rd$, and

$$W(r)=-2\pi PEd\,r^2+2\pi\sigma d\,r .$$

The wall term is linear in $r$ and wins at small radius; the field term is quadratic and wins at large radius. Between them lies a maximum, where

$$\frac{dW}{dr}=-4\pi PEd\,r+2\pi\sigma d=0
\quad\Rightarrow\quad r_c=\frac{\sigma}{2PE}.$$

The second derivative, $-4\pi PEd$, is negative, which confirms the maximum. Inserting $r_c$,

$$W_c=-2\pi PEd\,\frac{\sigma^2}{4P^2E^2}+2\pi\sigma d\,\frac{\sigma}{2PE}
=-\frac{\pi\sigma^2d}{2PE}+\frac{\pi\sigma^2d}{PE}
=\frac{\pi\sigma^2d}{2PE}.$$

A smaller nucleus lowers its energy by shrinking, a larger one by growing. At fixed thickness the barrier is inversely proportional to field.

Q: And for the sphere?

A: A sphere inside the film has $V=4\pi r^3/3$ and $A=4\pi r^2$, so

$$W(r)=-\frac{8\pi}{3}PE\,r^3+4\pi\sigma r^2,
\qquad
\frac{dW}{dr}=8\pi r(\sigma-PE\,r).$$

The nonzero root is $r_s=\sigma/(PE)$. The derivative is positive below it and negative above it, so this is again a maximum. The barrier is

$$W_s=-\frac{8\pi}{3}\frac{\sigma^3}{P^2E^2}+4\pi\frac{\sigma^3}{P^2E^2}
=\frac{4\pi\sigma^3}{3P^2E^2}.$$

So the two laws you were told are correct within these assumptions.

Q: Then the reason is correct too? Volume and area do scale differently with radius.

A: They do, but in both geometries, and by the same factor of $r$:

$$\left(\frac VA\right)_{\rm cylinder}=\frac r2,\qquad
\left(\frac VA\right)_{\rm sphere}=\frac r3 .$$

This explains why each nucleus has a critical radius proportional to $1/E$. It cannot explain why their barriers differ. What differs is the number $n$ of dimensions that grow with the nucleus. The cylinder grows in two, because its height is locked to $d$; the sphere grows in three.

To see the consequence, write $V=v r^n$ and $A=a r^{n-1}$ with $n\ge2$, where $v$ and $a$ do not depend on $r$. Then

$$W=-2PEv\,r^n+\sigma a\,r^{n-1},$$

$$\frac{dW}{dr}=r^{n-2}\left[(n-1)\sigma a-2nPEv\,r\right].$$

The bracket changes from positive to negative at

$$r^*=\frac{(n-1)\sigma a}{2nPEv}.$$

At this radius $2PEv\,r^*=(n-1)\sigma a/n$. Therefore

$$W^*=(r^*)^{n-1}\left(\sigma a-2PEv\,r^*\right)
=\frac{\sigma a(r^*)^{n-1}}{n}=\frac{\sigma A(r^*)}{n}.$$

The barrier is a fixed fraction of the critical wall energy: one half for $n=2$, one third for $n=3$. Since $r^*\propto1/E$,

$$W^*\propto E^{-(n-1)} .$$

Doubling the field halves the critical radius in both cases. It halves the side area of the cylinder, whose height stays the same, but reduces the area of the sphere to a quarter.

The case $n=1$ fits the pattern. Two flat parallel walls of fixed area $a$ in total, moving apart by a distance $r$, have $W=-2PEv\,r+\sigma a$. The energy falls from the start, there is no critical separation, and the cost $\sigma a$ of creating the walls does not depend on field.

Q: Could the roundness of the sphere still be what matters?

A: Compare shapes that separate the two properties. A square prism of side $2r$ through the film has $V=4r^2d$ and $A=8rd$. It is not round, but its height is locked, so $n=2$. A closed cylinder of height $3r$ has

$$V=3\pi r^3,\qquad A=2\pi r(3r)+2\pi r^2=8\pi r^2 .$$

It is a cylinder, but all its dimensions grow, so $n=3$. Maximizing the energy numerically at 0.5, 1 and 2 MV/cm and fitting the slope of $\ln W^*$ against $\ln E$ gives $-1$ for the prism and $-2$ for the closed cylinder. A spheroid of fixed aspect ratio 3 also gives $-2$. With depolarization left out, the number of growing dimensions sets the exponent, while the shape changes the prefactor.

Dimensional analysis says the same. From $\sigma$ and $PE$ one can form a single length, $\ell=\sigma/(PE)$. A nucleus with no other length must have a barrier proportional to $\sigma\ell^2$, hence to $1/E^2$. The through-film nucleus has a second length, $d$, to which its energy is proportional. Its barrier is therefore proportional to $\sigma\ell d$, hence to $1/E$. Depolarization energy would bring in the permittivity $\varepsilon$ and with it the pure number $P/(\varepsilon E)$, so this argument would then no longer fix the exponent.

Q: Please put in numbers for a hafnia capacitor.

A: Take rough typical values: $P=20$ µC/cm², $d=10$ nm and fields around 1 MV/cm. For the wall energy I choose $\sigma=20$ mJ/m². This is a model choice, because the value depends strongly on the type of wall.

At 1 MV/cm, which is $10^8$ V/m, the driving energy density is

$$2PE=2(0.20)(10^8)=4.0\times10^7\ {\rm J/m^3}.$$

The cylinder then has

$$r_c=\frac{0.020}{4.0\times10^7}\ {\rm m}=0.50\ {\rm nm},$$

$$W_c=\frac{\pi(0.020)^2(10^{-8})}{4.0\times10^7}\ {\rm J}=1.96\ {\rm eV}.$$

The sphere has twice the critical radius, 1.0 nm, and

$$W_s=\frac{4\pi(0.020)^3}{3(0.20)^2(10^8)^2}\ {\rm J}=0.52\ {\rm eV}.$$

With all other parameters fixed, the field dependence is:

| $E$ (MV/cm) | $r_c$ (nm) | $W_c$ (eV) | $r_s$ (nm) | $W_s$ (eV) |
|---:|---:|---:|---:|---:|
| 0.5 | 1.00 | 3.92 | 2.00 | 2.09 |
| 1.0 | 0.50 | 1.96 | 1.00 | 0.52 |
| 2.0 | 0.25 | 0.98 | 0.50 | 0.13 |

Each doubling of field divides the cylinder barrier by two and the sphere barrier by four.

Q: Can I see the exponent in the energy balance at a single field?

A: Yes. The barrier depends on field directly and through $r^*$. The second dependence does not contribute to its first derivative, because $dW/dr=0$ at $r^*$. Hence

$$\frac{dW^*}{dE}=-2PV^*,\qquad
-\frac{d\ln W^*}{d\ln E}=\frac{2PEV^*}{W^*},$$

where $V^*$ is the critical volume. The local exponent is the field gain of the critical nucleus divided by its barrier.

At 1 MV/cm the cylinder pays 3.92 eV for its wall and gains 1.96 eV from the field. The difference is the barrier, 1.96 eV, and the ratio is $1.96/1.96=1$. The sphere pays 1.57 eV and gains 1.05 eV, leaving 0.52 eV, and the ratio is $1.05/0.52\approx2$.

Q: The sphere has much the lower barrier. Should I conclude that switching starts from spheres?

A: No. The comparison has removed the energy that penalizes the sphere. Suppose the initial uniform state is fully compensated at the electrodes. Reversal changes the polarization inside the sphere by $2P$ along $+z$. At polar angle $\theta$ from $z$ this leaves a bound surface charge density $2P\cos\theta$, positive on one half and negative on the other.

Let the sphere have radius $R$ and lie far from the electrodes, in a medium of background permittivity $\varepsilon$ inside and out. With $\rho$ the distance from its centre, the potential that is regular at the centre, vanishes far away and is continuous at the surface is

$$\phi_{\rm in}=C\rho\cos\theta,\qquad
\phi_{\rm out}=C\frac{R^3}{\rho^2}\cos\theta .$$

The outward normal component of $-\varepsilon\nabla\phi$ must jump by the surface charge. Its outside value is $2\varepsilon C\cos\theta$ and its inside value is $-\varepsilon C\cos\theta$, so

$$3\varepsilon C=2P\quad\Rightarrow\quad C=\frac{2P}{3\varepsilon}.$$

The self-energy is half the integral of charge times potential. Since the average of $\cos^2\theta$ over a sphere is $1/3$,

$$U=\frac12(2P)(CR)\frac{4\pi R^2}{3}
=\frac{2P^2}{3\varepsilon}\,\frac{4\pi R^3}{3}
=2PE_dV,\qquad E_d=\frac{P}{3\varepsilon}.$$

This cost grows as the volume, just as the field gain does, so it subtracts from the drive:

$$W=-2P(E-E_d)V+\sigma A .$$

For $E>E_d$, and as long as the critical sphere is small compared with the film, the barrier is $4\pi\sigma^3/[3P^2(E-E_d)^2]$, which approaches the inverse-square law when $E\gg E_d$. For $E\le E_d$ both terms rise with radius, or the first vanishes, and there is no critical nucleus small compared with the film. A larger sphere feels the electrodes: for one centred in the film, the image dipoles multiply the self-energy by $1-4\zeta(3)(R/d)^3$, and a maximum reappears at a radius of a few nanometres, with a barrier of about 75 eV at 1 MV/cm and 20 eV at 2 MV/cm for the parameters below, far too high to matter.

With a background relative permittivity of 30, $E_d=2.5$ MV/cm. All three fields in the table lie below it. The limit $E\gg E_d$ is out of reach too, because breakdown comes at roughly 4 MV/cm. There the local exponent, $2E/(E-E_d)$, is still above 5. At 1 MV/cm the depolarization cost is 2.5 times the field gain, so the barrier of 0.52 eV does not describe an uncompensated sphere. This result excludes that sphere within the model; it does not exclude other closed shapes. A spheroid elongated along the polarization has a smaller depolarization factor: at 2 MV/cm the most favourable one, of aspect ratio about 4.4 and length about 5 nm, has a barrier of about 0.5 eV with depolarization included, below the 0.98 eV of the ideal cylinder, and a local exponent near 2.7.

Q: Why does the cylinder escape this penalty?

A: Its side wall is parallel to the polarization, so the normal component of the polarization change is zero there and no bound charge appears. Charge appears at the two ends. If these touch ideal metal, the metal compensates it at no distance and no field energy remains.

Q: My electrodes probably have thin non-ferroelectric layers next to them. How much could that change?

A: Let a layer of thickness $t$ separate each end from its metal, and give it the same permittivity $\varepsilon$. Assume that the initial state is compensated by charge trapped at the interfaces, which stays in place during nucleation. Reversal then leaves a disc of charge density of magnitude $2P$ at each end.

An infinite sheet of this density at distance $t$ from a metal has potential $2Pt/\varepsilon$ relative to the metal. A finite disc has a smaller one: every charge element, together with its more distant image of opposite sign, contributes positively in the plane of the sheet, and the disc lacks the outer elements. Its energy per area is therefore at most

$$\frac12(2P)\frac{2Pt}{\varepsilon}=\frac{2P^2t}{\varepsilon}.$$

The second electrode lowers the energy of each disc further, because the charge induced on it has the opposite sign. The two ends also carry opposite charges, whose mutual attraction lowers the total. Twice this value therefore remains an upper bound. For $t=0.5$ nm the bound for both ends is 0.30 J/m². The field gain per unit cylinder cross-section at 1 MV/cm is $2PEd=0.40$ J/m².

If the total end cost per area is a constant $c<2PEd$, then

$$W=-(2PEd-c)\pi r^2+2\pi\sigma d\,r .$$

Setting $-2\pi(2PEd-c)r+2\pi\sigma d=0$ gives

$$r_c=\frac{\sigma d}{2PEd-c},\qquad
W_c=\frac{\pi\sigma^2d^2}{2PEd-c}.$$

With $c$ at its upper bound, the radius becomes 2.0 nm and the barrier 7.9 eV. The actual end cost is positive and no larger than the bound at every radius, so the barrier in this electrostatic model lies between 1.96 and 7.9 eV. The upper figure is not an estimate: a single disc of radius 0.5 nm has only 0.31 of the infinite-sheet energy.

The field law changes as well. For constant $c$,

$$-\frac{d\ln W_c}{d\ln E}=\frac{2PEd}{2PEd-c}.$$

At the bound this is about $0.40/0.10=4$, which overstates the effect. When the end cost is evaluated at each radius, with images in both electrodes, the barrier at 1 MV/cm is about 2.9 eV and the local exponent about 2; it rises to about 5 at 0.8 MV/cm and falls to about 1.2 at 2 MV/cm. A steep measured dependence therefore does not prove that nuclei grow in three dimensions. A through-film nucleus with imperfectly compensated ends can produce one too.

Q: How does the ideal cylinder compare with a real hafnia capacitor?

A: The thickness, polarization and field are in the usual range for such devices, but with the chosen wall energy the predicted nucleation is far too slow. At 300 K the barrier at 1 MV/cm is 76 times the thermal energy. Assume an attempt rate of $10^{13}$ s⁻¹ per site and one independent site per 0.5 nm by 0.5 nm cell. A pad of 1 µm² then has $4\times10^6$ sites, and the mean wait for its first nucleus is

$$\frac{e^{75.8}}{(10^{13})(4\times10^6)}\ {\rm s}\approx2\times10^{13}\ {\rm s}.$$

Real capacitors switch in well under a second at fields of roughly one to a few MV/cm. This mismatch does not identify its own cause. The wall energy was chosen, not measured, and the barrier is sensitive to it, because $W_c\propto\sigma^2$. Halving $\sigma$ at fixed field reduces 1.96 eV to 0.49 eV, and $W_c/k_BT$ from 76 to 19, which brings the estimated wait far below a second. It also halves the critical radius to 0.25 nm, less than a lattice cell, so this shows how sensitive the formula is and does not predict a switching time. The assumption of a perfect, uniform film is also open to doubt: real films are polycrystalline and contain defects, interfaces and possibly walls left from earlier switching, and some sites may have a lower wall energy than the rest. That such sites control switching in a given device is a conjecture that this model cannot test.

The continuum description is also at its limit. At 1 MV/cm the critical radius of the cylinder equals the rough cell size of 0.5 nm, and at 2 MV/cm it is half of it. A sharp wall with a constant $\sigma$ has no clear meaning there, so the barrier of 0.98 eV is a formal extrapolation. Raising the field further makes this worse and approaches breakdown, roughly 4 MV/cm.

Q: What could I measure to distinguish the two geometries?

A: Suppose that one thermally activated nucleation step controls the switching time $\tau$, so that $\ln\tau$ equals a constant plus $W^*/k_BT$. At fixed temperature and thickness, the ideal cylinder gives a straight line when $\ln\tau$ is plotted against $1/E$, and the ideal sphere gives one against $1/E^2$. Here the ideal sphere is one without depolarization energy. The uncompensated sphere treated above does not follow this line at fields below breakdown, so a straight line against $1/E^2$ would not show that such spheres form. Over a narrow range of fields both plots can look straight, so the range should be as wide as breakdown and the time resolution allow.

Thickness offers a second test. At fixed field, $W_c$ is proportional to $d$, whereas $W_s$ does not depend on it. At fixed voltage $U=Ed$ the formulas become

$$W_c=\frac{\pi\sigma^2d^2}{2PU},\qquad
W_s=\frac{4\pi\sigma^3d^2}{3P^2U^2},$$

and both grow as $d^2$. The comparison must therefore be made at equal field, not at equal voltage. It also requires films whose $P$, $\sigma$ and defect population do not change with thickness, and end layers thin enough for $c\ll2PEd$. The last condition is severe: in the 10 nm film at 1 MV/cm, the upper bound on $c$ falls below a tenth of $2PEd$ only for layers thinner than about 0.07 nm. If these conditions fail, the fitted exponent describes the device but does not identify the shape of its nuclei. Even when they hold, the tests only separate these two ideal shapes. Any nucleus that grows in two dimensions gives $1/E$: a step one cell thick on an existing wall does so when its depolarization energy is left out, with the cell size in place of $d$ and hence no dependence on film thickness.

The numerical output below lists the main values used in these answers.

## Calculated quantities

```
Polarization: 20.0 uC/cm2
Film thickness: 10.0 nm
Wall energy: 20.0 mJ/m2
Background relative permittivity: 30
Field 0.5 MV/cm:
  cylinder radius 1.000 nm, barrier 3.922 eV
  sphere radius 2.000 nm, barrier 2.0915 eV
Field 1.0 MV/cm:
  cylinder radius 0.500 nm, barrier 1.961 eV
  sphere radius 1.000 nm, barrier 0.5229 eV
Field 2.0 MV/cm:
  cylinder radius 0.250 nm, barrier 0.980 eV
  sphere radius 0.500 nm, barrier 0.1307 eV
Fitted exponents of barrier against field:
  through-film cylinder: -1.0000
  through-film square prism: -1.0000
  sphere: -2.0000
  spheroid, fixed aspect 3: -2.0000
  closed cylinder, height 3r: -2.0000
Energy balance at 1.0 MV/cm:
  cylinder wall cost: 3.922 eV
  cylinder field gain: 1.961 eV
  sphere wall cost: 1.569 eV
  sphere field gain: 1.046 eV
Barrier ratio when field doubles from 1 to 2 MV/cm:
  cylinder: 0.500
  sphere: 0.250
Neglected effects, at 1.0 MV/cm:
  sphere depolarization threshold: 2.51 MV/cm
  sphere depolarization cost / field gain: 2.51
  dead layer at each end: 0.5 nm
  field gain per cylinder area: 0.400 J/m2
  upper bound on cost of both ends: 0.301 J/m2
  finite disc at critical radius / bound: 0.312
  cylinder radius with bounding end cost: 2.02 nm
  cylinder barrier with bounding end cost: 7.94 eV
  rough lattice cell: 0.5 nm
  cylinder critical radius / cell: 1.00
  rough breakdown field: 4.0 MV/cm
  field / breakdown field: 0.25
Temperature: 300 K; thermal energy: 0.02585 eV
Cylinder barrier / thermal energy: 75.8
Assumed attempt rate per site: 1e+13 1/s
Pad area: 1.0 um2; sites: 4.0e+06
Mean wait for first cylinder in pad: 2.2e+13 s
```
